# Antiferroelectric Instability Before the Clausius–Mossotti Catastrophe in a Simple Cubic Lattice

## Form of the answer

Place identical polarizable points on a rigid simple cubic lattice of spacing $a$. Each acquires a dipole $\mathbf p=\alpha\mathbf E$ in the field $\mathbf E$ of all the others. In Gaussian units $\alpha$ is a volume, and the field of a dipole is its moment divided by a length cubed. The lattice has one length, so a dipole pattern that reproduces its own shape obeys

$$\mathbf E=\frac{\lambda}{a^3}\mathbf p ,\tag{1}$$

with $\lambda$ a pure number fixed by the pattern. The pattern sustains itself without an applied field when $\alpha\lambda/a^3=1$. Its threshold is therefore $\alpha=a^3/\lambda$, and the pattern with the largest positive $\lambda$ becomes unstable first.

Symmetry restricts these numbers. For each wave vector $\mathbf q$ there are three eigenvalues, one per polarization. Their sum is zero, because the dipole tensor is traceless. Three zone-boundary points matter below:

- At $R=(\pi,\pi,\pi)/a$ the three axes are equivalent. The eigenvalues are equal and sum to zero, so all vanish.
- At $M=(\pi,\pi,0)/a$ the $z$ axis is a fourfold axis. The eigenvalues are $\lambda_M$ for $z$ polarization and $-\lambda_M/2$ for $x$ and $y$.
- At $X=(\pi,0,0)/a$ the $x$ axis is a fourfold axis. The eigenvalues are $\lambda_X$ for $y$ and $z$, and $-2\lambda_X$ for $x$.

What remains is to compare $\lambda_M$ with the eigenvalue of the uniform mode. The model takes the polarizability as isotropic and linear, and the fields as static and unretarded. It omits overlap, short-range forces, ionic displacements and thermal fluctuations. From here to the worked example, $a=1$.

## Energy and stability

The field at a site is $E_a=\sum_b T_{ab}p_b$. For separation $\mathbf R$ the dipole tensor is

$$T_{ab}(\mathbf R)=\partial_a\partial_b\frac1R=\frac{3R_aR_b-R^2\delta_{ab}}{R^5}.\tag{2}$$

Creating a dipole costs $p^2/2\alpha$, and the interaction of a pair is $-\mathbf p_i\cdot T\mathbf p_j$. Counting each pair once gives

$$U=\sum_i\frac{p_i^2}{2\alpha}-\frac12\sum_{i\ne j}\mathbf p_i\cdot T(\mathbf R_i-\mathbf R_j)\,\mathbf p_j .\tag{3}$$

For $N$ sites with periodic boundaries, write $\mathbf p_i=N^{-1/2}\sum_{\mathbf q}\mathbf p_{\mathbf q}e^{i\mathbf q\cdot\mathbf R_i}$. Translation symmetry removes couplings between different $\mathbf q$:

$$U=\frac12\sum_{\mathbf q}\mathbf p_{\mathbf q}^{*}\cdot\left[\frac1\alpha-T(\mathbf q)\right]\mathbf p_{\mathbf q}.\tag{4}$$

Sites at $\mathbf R$ and $-\mathbf R$ contribute equally, so the phase factor reduces to a cosine and $T(\mathbf q)$ is real and symmetric:

$$T_{ab}(\mathbf q)=\lim_{s\to\infty}\sum_{\mathbf R\ne0}e^{-R^2/s}\cos(\mathbf q\cdot\mathbf R)\,T_{ab}(\mathbf R).\tag{5}$$

The Gaussian factor is needed because dipole sums fall off as $R^{-3}$ and do not converge absolutely in three dimensions. By (4), the undistorted lattice is stable if $1/\alpha-\lambda(\mathbf q)>0$ for every mode. This difference is the mode's stiffness.

## The uniform mode

The behaviour near $\mathbf q=0$ follows from splitting $1/r$ into $\operatorname{erfc}(\eta r)/r+\operatorname{erf}(\eta r)/r$, with any $\eta>0$. The first part is short-ranged. The second is smooth and has Fourier transform $4\pi e^{-k^2/4\eta^2}/k^2$. Two derivatives multiply the transform by $-k_ak_b$, and the lattice sum selects $\mathbf K=\mathbf q+\mathbf G$, with $\mathbf G$ the reciprocal lattice vectors.

This smooth sum includes the site $\mathbf R=0$, which must be removed. Near the origin,

$$\frac{\operatorname{erf}(\eta r)}r=\frac{2\eta}{\sqrt\pi}\left(1-\frac{\eta^2r^2}{3}+\cdots\right),\tag{6}$$

so its second derivative there is $-4\eta^3\delta_{ab}/(3\sqrt\pi)$. Subtracting it gives a positive self term:

$$\begin{aligned}T_{ab}(\mathbf q)={}&\sum_{\mathbf R\ne0}\cos(\mathbf q\cdot\mathbf R)\,\partial_a\partial_b\frac{\operatorname{erfc}(\eta R)}R\\&-4\pi\sum_{\mathbf G}\frac{K_aK_b}{K^2}e^{-K^2/4\eta^2}+\frac{4\eta^3}{3\sqrt\pi}\delta_{ab}.\end{aligned}\tag{7}$$

Both sums converge rapidly. As $\mathbf q\to0$, the $\mathbf G=0$ term tends to $-4\pi\hat q_a\hat q_b$, which depends on the direction of approach. All other terms have a common limit with cubic symmetry, hence of the form $C\delta_{ab}$. The trace of $T$ vanishes, so $3C-4\pi=0$ and

$$T_{ab}(\mathbf q\to0)=\frac{4\pi}3\delta_{ab}-4\pi\hat q_a\hat q_b.\tag{8}$$

The two transverse eigenvalues are $\lambda_0=4\pi/3$, and the longitudinal one is $4\pi/3-4\pi=-8\pi/3$. "Uniform mode" below means the transverse limit. A transverse wave has no bound charge and hence no depolarizing field. In a longitudinal wave the depolarizing field opposes the dipoles and stiffens the mode.

The dielectric constant follows from the transverse case. With one dipole per unit volume, $P=p$, and the macroscopic field $E$ adds to the lattice field:

$$\frac p\alpha=E+\frac{4\pi}3p
\quad\Rightarrow\quad
\frac PE=\frac1{1/\alpha-4\pi/3}.\tag{9}$$

Then $\epsilon=1+4\pi P/E$ gives

$$\epsilon=\frac{1/\alpha-4\pi/3+4\pi}{1/\alpha-4\pi/3}
=\frac{1+8\pi\alpha/3}{1-4\pi\alpha/3}.\tag{10}$$

This is the Clausius–Mossotti relation. It diverges at $\alpha=3/(4\pi)$, where the uniform transverse stiffness vanishes. The longitudinal response agrees with it. There $p/\alpha=E_{\rm ext}-(8\pi/3)p$ and $E=E_{\rm ext}-4\pi p$, so

$$\frac1\epsilon=\frac E{E_{\rm ext}}=1-\frac{4\pi}{1/\alpha+8\pi/3}
=\frac{1/\alpha-4\pi/3}{1/\alpha+8\pi/3}.\tag{11}$$

The longitudinal stiffness in the denominator stays positive at the catastrophe.

## Summation by columns

Now take dipoles along $z$ and $\mathbf q=(q_x,q_y,0)$. Reflection $z\to-z$ leaves $\mathbf q$ unchanged and reverses $T_{xz}$ and $T_{yz}$, which must therefore vanish. So $z$ polarization is an eigenvector, with eigenvalue $\lambda_z(\mathbf q)=T_{zz}(\mathbf q)$.

Every column parallel to $z$ is uniformly polarized, since $q_z=0$. In a dipole's own column, neighbours at $z=n$ each contribute $2/|n|^3$:

$$\sum_{n\ne0}\frac2{|n|^3}=4\zeta(3).\tag{12}$$

For another column, at lateral distance $\rho$, apply Poisson summation to $f(z)=\partial_z^2(\rho^2+z^2)^{-1/2}$:

$$\sum_n f(n)=\sum_{m=-\infty}^{\infty}\int_{-\infty}^{\infty}f(z)e^{-2\pi imz}\,dz.\tag{13}$$

The Fourier transform of $(\rho^2+z^2)^{-1/2}$ at wave number $g\ne0$ is $2K_0(|g|\rho)$, where $K_0$ is the modified Bessel function. The two derivatives supply $-g^2$. The $m=0$ integral is that of a total derivative and vanishes. Terms $m$ and $-m$ are equal, so the column's field per unit dipole is $-c(\rho)$, with

$$c(\rho)=16\pi^2\sum_{m=1}^{\infty}m^2K_0(2\pi m\rho)>0.\tag{14}$$

The factor is $2\times2\times(2\pi)^2$: one 2 from the transform and one from the pair $\pm m$. Physically, a uniformly polarized continuous line has no bound charge along its length and produces no field. The discreteness of the column leaves a field that, for large $\rho$, decays as $c(\rho)\simeq8\pi^2e^{-2\pi\rho}/\sqrt\rho$. At sites level with the dipoles of the column it points against them.

Adding the columns with their phases gives

$$\lambda_z(q_x,q_y)=4\zeta(3)-\sum_{\boldsymbol\rho\ne0}c(\rho)\cos(\mathbf q\cdot\boldsymbol\rho),\tag{15}$$

where $\boldsymbol\rho=(i,j)$ runs over integer pairs.

Summing columns first must agree with definition (5). With the Gaussian factor present, the $m=0$ integral does not vanish. Two integrations by parts and the substitutions $z=\sqrt s\,u$, $\rho=\sqrt s\,t$ turn it, including the lateral factor, into

$$\frac{e^{-t^2}}s\int_{-\infty}^{\infty}\frac{1}{\sqrt{t^2+u^2}}\frac{d^2e^{-u^2}}{du^2}\,du .\tag{16}$$

This is $1/s$ times a function of $\rho/\sqrt s$ that is integrable over the plane, with a logarithmic singularity at $t=0$. For fixed nonzero $\mathbf q$ in the first zone, the factor $\cos(\mathbf q\cdot\boldsymbol\rho)$ oscillates many times over the width $\sqrt s$, and the sum over columns tends to zero. The remaining harmonics tend to (14), so (15) holds. With $\mathbf q$ set to zero before $s\to\infty$, the oscillation is absent and this argument fails. That is why the uniform mode is defined as a limit.

## Why the uniform mode softens last in this family

The sum in (15) converges absolutely and is continuous in $\mathbf q$. As the in-plane $\mathbf q$ tends to zero, $z$ polarization is transverse, so (8) fixes the limit:

$$4\zeta(3)-\sum_{\boldsymbol\rho\ne0}c(\rho)=\frac{4\pi}3.\tag{17}$$

Subtracting (17) from (15) gives

$$\lambda_z(\mathbf q)-\frac{4\pi}3=\sum_{\boldsymbol\rho\ne0}c(\rho)\left[1-\cos(\mathbf q\cdot\boldsymbol\rho)\right]>0\tag{18}$$

for every nonzero $\mathbf q$ of the first zone in this plane. No term is negative, and the nearest columns make at least one positive. Among $z$-polarized modes with $q_z=0$, the uniform one therefore softens last.

At $M$, $\cos(\mathbf q\cdot\boldsymbol\rho)=(-1)^{i+j}$. Columns with even $i+j$ drop out of (18), and those with odd $i+j$ count twice:

$$\lambda_M-\lambda_0=2\sum_{i+j\ \rm odd}c(\rho)>0.\tag{19}$$

This proves the ordering. The $M$ pattern consists of columns polarized head to tail, each antiparallel to its four nearest neighbours. It keeps the favourable field within each column and reverses the unfavourable field of the nearest columns.

The numbers show the balance. The own column gives $4\zeta(3)=4.808$, and one nearest column has $c(1)=0.1455$. Four nearest columns lower the uniform eigenvalue by 0.582 and raise that of $M$ by the same amount. These columns alone give a gap of $8c(1)=1.164$. The full values are

$$\lambda_0=4.189,\qquad \lambda_M=5.354,\qquad \lambda_M-\lambda_0=1.165.\tag{20}$$

A direct lattice sum with the Gaussian factor extrapolated away reproduces $\lambda_M$ to the digits shown. At $X$, with alternating sheets instead of alternating columns, $\lambda_X=4.844$. That pattern too precedes the uniform mode, but follows $M$.

The long-wave limit is also informative. Expanding the cosine in (18) and using fourfold symmetry, which replaces $(\mathbf q\cdot\boldsymbol\rho)^2$ by its average $q^2\rho^2/2$, gives

$$\lambda_z(\mathbf q)-\frac{4\pi}3\simeq\frac{q^2}{4}\sum_{\boldsymbol\rho\ne0}\rho^2c(\rho)\approx0.16\,q^2 .\tag{21}$$

A slow lateral modulation already lowers the stiffness. Even within an arbitrarily small neighbourhood of $\mathbf q=0$, the uniform mode is not the first to go.

## Which pattern is first

Equation (19) compares two modes. To show that $M$ is the maximum of $\lambda_z$ in the plane $q_z=0$, write $\mathbf q=M+\mathbf k$. Then $\cos(\mathbf q\cdot\boldsymbol\rho)=(-1)^{i+j}\cos(\mathbf k\cdot\boldsymbol\rho)$, and (15) gives

$$\lambda_M-\lambda_z=\left(\sum_{\rm odd}-\sum_{\rm even}\right)c(\rho)\left[1-\cos(\mathbf k\cdot\boldsymbol\rho)\right],\tag{22}$$

where odd and even refer to $i+j$, and $\boldsymbol\rho=0$ is excluded. Let $s_x=|\sin(k_x/2)|$ and $s_y=|\sin(k_y/2)|$. The four nearest columns contribute

$$2c(1)\left[(1-\cos k_x)+(1-\cos k_y)\right]=4c(1)(s_x^2+s_y^2).\tag{23}$$

The other odd terms are nonnegative and may be dropped from a lower bound. For the even terms, use $|\sin(u+v)|\le|\sin u|+|\sin v|$ repeatedly, followed by the Cauchy–Schwarz inequality:

$$\begin{aligned}1-\cos(\mathbf k\cdot\boldsymbol\rho)&=2\sin^2\frac{\mathbf k\cdot\boldsymbol\rho}2\\&\le2(|i|s_x+|j|s_y)^2\le2\rho^2(s_x^2+s_y^2).\end{aligned}\tag{24}$$

Inserting (23) and (24) in (22),

$$\lambda_M-\lambda_z\ge\left[4c(1)-2\sum_{\rm even}\rho^2c(\rho)\right](s_x^2+s_y^2).\tag{25}$$

The two terms in the bracket evaluate to 0.582 and 0.151. Their difference is positive, so $M$ is the unique maximum in this plane, up to reciprocal lattice vectors.

For other directions of $\mathbf q$ and other polarizations the evidence is numerical. The largest eigenvalue of (7) was evaluated at 968 points of the irreducible part of the zone, the origin excluded. The highest value, 5.354, lies at $M$. Twelve continuous searches from random starting points found nothing higher. This supports $M$ as the first instability of the whole lattice but does not prove it. The conclusion that an antiferroelectric pattern precedes the uniform catastrophe rests on (19) and does not need the search.

## Thresholds and the largest dielectric constant

Restoring $a$, the two thresholds are

$$\frac{\alpha_M}{a^3}=\frac1{\lambda_M}=0.1868,\qquad
\frac{\alpha_0}{a^3}=\frac3{4\pi}=0.2387.\tag{26}$$

The $M$ instability occurs at 78% of the Clausius–Mossotti threshold. Setting $1/\alpha=\lambda_M$ in the first form of (10), with $a=1$, gives the dielectric constant at that point:

$$\epsilon_M=\frac{\lambda_M+8\pi/3}{\lambda_M-4\pi/3}
=\frac{5.3536+8.3776}{5.3536-4.1888}=11.8.\tag{27}$$

Below the catastrophe $\epsilon$ increases with $\alpha$. Within this model, a positive Clausius–Mossotti constant above 11.8 therefore describes a lattice that is already unstable. The uniform susceptibility gives no divergence as a warning. The response that diverges at $\alpha_M$ is the one to a field alternating with the $M$ pattern, $1/(1/\alpha-\lambda_M)$.

## Worked example

Take round model parameters, $a=4$ Å and $\alpha=13$ Å$^3$, so that $\alpha/a^3=13/64=0.2031$. The thresholds are

$$\alpha_M=\frac{64}{5.3536}=11.95\ \text{Å}^3,\qquad
\alpha_0=\frac{64}{4.1888}=15.28\ \text{Å}^3.\tag{28}$$

The chosen polarizability lies between them. These values are large for objects that do not overlap. A perfectly conducting sphere of radius $r$ has $\alpha=r^3$, and touching spheres on this lattice have $r=a/2$, so $\alpha/a^3=0.125$. Both thresholds and the example lie above this value, where overlap and higher multipoles, which the model omits, need not be small. The thresholds and the constant 11.8 are properties of the point-dipole lattice, not limits for real crystals. For the uniform mode, $\alpha\lambda_0/a^3=0.2031\times4.1888=0.851$, and (10) gives

$$\epsilon=\frac{1+2(0.8508)}{1-0.8508}=18.1.\tag{29}$$

This value is finite and positive, and by itself shows no sign of instability. The stiffnesses $1/\alpha-\lambda/a^3$ separate the two modes:

$$\begin{aligned}\text{uniform:}\quad&\frac1{13}-\frac{4.1888}{64}=+0.0115\ \text{Å}^{-3},\\ M:\quad&\frac1{13}-\frac{5.3536}{64}=-0.0067\ \text{Å}^{-3}.\end{aligned}\tag{30}$$

A small alternating-column polarization lowers the energy, while a small uniform transverse one raises it.

The instability does not require periodic boundaries, although a block that is too small can remain stable at this polarizability. For a free block of $6\times6\times20$ dipoles, long along $z$, the interaction matrix in (3) was diagonalized in real space. Its largest eigenvalue is $5.27/a^3$. The example has $1/\alpha=4.92/a^3$, so the block is unstable. The eigenvector has more than 99.9% of its weight in $z$ components and a squared overlap of 0.71 with the equal-amplitude alternating-column pattern. Full overlap is not expected, because sites near free surfaces are not equivalent to interior ones.

A uniform $z$ pattern in the same block has the mean value $2.66/a^3$ and costs energy at this $\alpha$. This number lies below $4\pi/3$ mainly because uniform polarization of a finite block leaves bound charge on its end faces, which a transverse wave does not have. The missing neighbours of columns at the side faces make a smaller correction of the opposite sign. It is an expectation value, not an eigenvalue.

## After the instability, and where the result fails

The quadratic energy (4) gives the threshold but no final amplitude. Suppose each site also has an energy $bp^4/4$ with $b>0$. In a single $M$ pattern all dipoles have the same magnitude $A$, so the energy per site is

$$u=\frac12\left(\frac1\alpha-\frac{\lambda_M}{a^3}\right)A^2+\frac b4A^4.\tag{31}$$

Setting $du/dA=0$ for $A\ne0$ gives $A^2=(\lambda_M/a^3-1/\alpha)/b$. The amplitude grows continuously from zero at $\alpha_M$. Cubic symmetry provides three equivalent patterns, with columns along $x$, $y$ or $z$. The quadratic theory does not choose among them or their superpositions. The isotropic quartic term does not choose either. The three patterns have different wave vectors and do not couple in (4). In a superposition with amplitudes $A_x,A_y,A_z$ every site has $p^2=A_x^2+A_y^2+A_z^2$, so (31) holds with $A^2$ equal to this sum and fixes only the sum.

Short-range forces can reverse the order. Let them add a stiffness $J(\mathbf q)$ to the $z$-polarized modes. The uniform mode then softens before $M$ if $1/\alpha-\lambda_0/a^3+J_0<1/\alpha-\lambda_M/a^3+J_M$, that is, if

$$J_M-J_0>\frac{\lambda_M-\lambda_0}{a^3}=\frac{1.165}{a^3}.\tag{32}$$

For the uniform mode to be the first instability of a simple cubic lattice, an ingredient beyond isotropic point dipoles is thus required. If that ingredient is a short-range coupling, it must satisfy (32), and it must also keep every other mode, including the one at $X$ and those of long wavelength, from softening before the uniform one. The result is also specific to the lattice: the signs in (18) come from columns whose dipoles sit at equal heights. In a structure with neighbouring columns shifted along $z$, their field at a site can change sign, and the comparison must be made anew. The numerical output gives the eigenvalues and thresholds to further digits.

## Numbers as computed

```
EIGENVALUES (unit 1/a^3)
own column, 4 zeta(3): 4.808228
c(1), one nearest column: 0.145515
c(sqrt 2), one diagonal column: 0.009067
c(2), one column at distance 2a: 0.000193
uniform transverse, 4 pi/3: 4.188790
uniform longitudinal, -8 pi/3: -8.377580
uniform mode from column sum: 4.188790
M, z polarization: 5.353577
M, x and y polarization: -2.676789
M, z polarization, direct lattice sum: 5.353578
X=(pi,0,0)/a, y and z polarization: 4.843722
X, x polarization: -9.687443
R=(pi,pi,pi)/a, largest magnitude: 3.2e-15
gap between M and uniform mode: 1.164787
plane-maximum test, left side 4c(1): 0.582061
plane-maximum test, right side: 0.151317
largest Ewald/direct difference: 3.5e-06
ZONE SEARCH
grid points in irreducible wedge: 968
highest grid value: 5.353577 1/a^3
its q in units of pi/a: [1.0, 1.0, 0.0]
next grid value: 5.348696 1/a^3
best of 12 continuous searches: 5.353577 1/a^3
THRESHOLDS
alpha/a^3 at M instability: 0.186791
alpha/a^3 at uniform catastrophe: 0.238732
ratio of thresholds, M/uniform: 0.7824
dielectric constant at M instability: 11.789
EXAMPLE
lattice spacing a: 4.0 angstrom
polarizability alpha: 13.0 angstrom^3
alpha/a^3: 0.203125
M threshold: 11.955 angstrom^3
uniform threshold: 15.279 angstrom^3
alpha*lambda at M: 1.0874
alpha*lambda, uniform transverse: 0.8508
stiffness at M: -0.006727 angstrom^-3
stiffness, uniform transverse: 0.011473 angstrom^-3
Clausius-Mossotti dielectric constant: 18.114
FREE BLOCK
block size: 6 x 6 x 20, 720 dipoles
a^3/alpha of the example: 4.9231
largest block eigenvalue: 5.2707 1/a^3
mean-field value of uniform z pattern: 2.6582 1/a^3
z weight of softest mode: 0.9998
squared overlap with alternating columns: 0.7079
```
